Dirac-Coulomb Continuum Waves and the McKinley-Feshbach Correction to Mott Scattering

Q: An electron in a Coulomb field never becomes free, because the potential falls off too slowly. What, then, do "normalized continuum function" and "phase shift" mean, and for which system?

A: The system is one electron in the field of a fixed, bare point charge Z. I use ħ = c = m = 1, so energies are in mc² and lengths in ħ/(mc). Let ζ = Zα and V = −ζ/r, with |ζ| < 1; a positron has ζ < 0. E > 1 is the total energy. Define

p² = E² − 1, β = p/E, η = ζE/p, η′ = ζ/p.

The phase shift will be measured from a reference phase that already contains the logarithm caused by the long range of V. Nuclear recoil and size, screening and radiative effects are left out.

Write the spinor as ψ = r⁻¹(gΩ_κ, i f Ω_{−κ}), where κ = −(l+1) for j = l+½, κ = l for j = l−½, and l belongs to the upper component. The Dirac equation becomes

g′ + κg/r = (E + 1 + ζ/r) f
f′ − κf/r = −(E − 1 + ζ/r) g.

Q: These equations are coupled, and both contain 1/r. How do you solve them without guessing?

A: By combining g and f into an amplitude that is nearly an outgoing wave. For real g and f put

g = √(E+1) (Φ + Φ*), f = i√(E−1) (Φ − Φ*).

Divide the first equation by √(E+1) and the second by i√(E−1). Since √((E−1)/(E+1)) = (E−1)/p and √((E+1)/(E−1)) = (E+1)/p,

(Φ+Φ*)′ + (κ/r)(Φ+Φ*) = i[p + ζ(E−1)/(pr)] (Φ−Φ*)
(Φ−Φ*)′ − (κ/r)(Φ−Φ*) = i[p + ζ(E+1)/(pr)] (Φ+Φ*).

Half the sum, multiplied by r, is

DΦ = i(q+η)Φ + bΦ*, with D = r d/dr, q = pr, b = −κ + iη′.

The conjugate equation is DΦ* = −i(q+η)Φ* + b*Φ. Apply D to the first one, using Dq = q, and replace bΦ* by DΦ − i(q+η)Φ:

D²Φ = iqΦ + i(q+η)DΦ − i(q+η)[DΦ − i(q+η)Φ] + |b|²Φ
= [iq − (q+η)² + |b|²]Φ.

Because η² − η′² = ζ²(E²−1)/p² = ζ², we have |b|² − η² = κ² − ζ² ≡ γ². Hence

D²Φ = (γ² + iq − 2ηq − q²)Φ.

Near r = 0 the solutions behave as r^{±γ}, and I take r^{+γ} with γ > 0. For |ζ| > √3/2 and |κ| = 1 the other solution is also square integrable at the origin, so there the regular solution is an added choice. For |ζ| > 1 the exponent for |κ| = 1 is imaginary, and the point-charge problem loses this criterion in those partial waves.

Set Φ = r^γ e^{−iq} M. Then DΦ = r^γ e^{−iq}(D + γ − iq)M, and applying this twice gives

D²M + 2(γ−iq)DM + [(γ−iq)² − iq − γ² − iq + 2ηq + q²]M = 0.

The bracket equals −2iq(γ+1+iη). With z = 2iq, D²M = z²M″ + zM′, where primes on M now mean d/dz. Division by z gives Kummer's equation,

zM″ + (2γ+1−z)M′ − (γ+1+iη)M = 0.

Its solution regular at z = 0 is the confluent function M(γ+1+iη, 2γ+1, z), so

Φ = A e^{iχ} r^γ e^{−ipr} M(γ+1+iη, 2γ+1, 2ipr), A > 0.

Q: The second-order equation is linear, so it accepts any complex prefactor. The original equation does not. What fixes χ?

A: The first-order equation at r → 0. There DΦ = γΦ, so (γ−iη)Φ = bΦ* and

e^{2iχ} = b/(γ−iη) = (−κ+iη′)/(γ−iη).

The right side has modulus one, because |b|² = γ² + η². A common sign of g and f remains free. Direct integration of the radial equations at ζ = 0.5, for κ = ±1 and ±2, agrees with this closed form at r = 2 to about 1×10⁻⁵ in natural units.

Q: Now the phase shift. Where does the logarithm go?

A: For large |z|, M(a,c,z) → [Γ(c)/Γ(a)] e^z z^{a−c}; the other asymptotic part is smaller by one power of r here. With a−c = −γ+iη and i = e^{iπ/2},

(2ipr)^{−γ+iη} = (2pr)^{−γ+iη} e^{−iπγ/2} e^{−πη/2}.

Therefore Φ → |Φ∞| e^{iϑ}, with

|Φ∞| = A (2p)^{−γ} e^{−πη/2} Γ(2γ+1)/|Γ(γ+1+iη)|
ϑ = pr + η ln(2pr) − πγ/2 − arg Γ(γ+1+iη) + χ.

Here g is proportional to cos ϑ and f to −sin ϑ. A free wave has g proportional to sin(pr−lπ/2) = cos(pr−(l+1)π/2), so I define δ_κ by

ϑ = pr + η ln(2pr) − (l+1)π/2 + δ_κ.

Comparing the two forms of ϑ, doubling, and using Γ(γ+1−iη) = (γ−iη)Γ(γ−iη):

S_κ ≡ e^{2iδ_κ} = (−κ+iη′) [Γ(γ−iη)/Γ(γ+1+iη)] e^{iπ(l+1−γ)}.

Q: Can that be checked against something familiar?

A: Take the nonrelativistic limit: ζ → 0 at fixed η, so that γ → |κ| and η′ → η. For κ = −(l+1) the prefactor l+1+iη cancels one factor of Γ(l+2+iη). For κ = l the sign e^{iπ} turns −l+iη into l−iη, which raises Γ(l−iη) to Γ(l+1−iη). Both cases give the Schrödinger-Coulomb result,

S → Γ(l+1−iη)/Γ(l+1+iη).

The effect of the sign of κ can also be isolated. The two states with |κ| = k have the same j, but l = k−1 for κ = −k and l = k for κ = k. They share γ, and their S values have the ratio (k+iη′)/(k−iη′). Thus, modulo π,

δ_{−k} − δ_k = arctan(η′/k).

Since η′ = ζ/p, this splitting vanishes at high energy. For Z = 10 and kinetic energy 2, η′ = 0.025800. The computed phases are 0.023189 for κ = −1 and −0.002605 for κ = 1. Their difference, 0.025794 rad, is arctan 0.025800.

Q: You still have an arbitrary A. "Energy-normalized" should mean a delta function in energy, not merely a chosen amplitude at infinity.

A: The delta function determines that amplitude. For two energies and the same κ, the radial equations give

(g₁f₂ − f₁g₂)′ = (E₁−E₂)(g₁g₂ + f₁f₂),

because the κ and ζ terms cancel. Integrate from 0 to R. The lower end contributes nothing, since the product there goes as r^{2γ}. With N = 2|Φ∞|, u = √((E₁−1)(E₂+1)) and v = √((E₁+1)(E₂−1)), the overlap is

N₁N₂ [(u+v) sin(ϑ₁−ϑ₂) + (u−v) sin(ϑ₁+ϑ₂)] / [2(E₁−E₂)]

as R grows. The second term has a smooth coefficient, since u = v at equal energies, and its rapid oscillation removes it from any integral over energy. In the first, u+v → 2p, and ϑ₁−ϑ₂ grows as (E₁−E₂)R/β, with only a logarithmic addition. It tends to πpN²δ(E₁−E₂). Unit weight requires N = 1/√(πp), so |Φ∞| = 1/(2√(πp)) and

A = (2p)^γ e^{πη/2} |Γ(γ+1+iη)| / [2√(πp) Γ(2γ+1)].

A direct test forms a packet ∫w(E)(g_E, f_E)dE with Gaussian w. Its radial norm divided by ∫w²dE should be one; the computed quotient is 1.00003.

Q: How do these standing waves become a cross section? The spin can flip, and there are two spinor components to track.

A: Give each partial wave the factor e^{iδ_κ}. Its incoming part then matches the incident, logarithmically distorted wave, and its outgoing part carries S_κ. The operator σ·L has eigenvalue l for j = l+½ and −(l+1) for j = l−½, so the projectors are

Λ₊ = (l+1+σ·L)/(2l+1), Λ₋ = (l−σ·L)/(2l+1).

The incident expansion has weight (2l+1)P_l(cos θ). Let n be the unit normal to the scattering plane, in the direction of (incident momentum) × (outgoing momentum); then σ·L P_l = iσ·n sinθ P_l′, where P_l′ is the derivative with respect to x = cos θ. The outgoing upper component is therefore multiplied by f_s + iσ·n h_s, with

f_s = (2ip)⁻¹ Σ_{l≥0} [(l+1)S_{−l−1} + lS_l] P_l
h_s = (2ip)⁻¹ Σ_{l≥1} (S_{−l−1} − S_l) sinθ P_l′.

Far away the wave is locally free, so the lower component follows from the upper one and changes the incident and scattered currents by the same factor. Averaging over the incident spin and summing over the final spin removes the term linear in σ·n:

dσ/dΩ = |f_s|² + |h_s|².

The series are Abel sums: insert t^l and let t → 1 from below. The "−1" in the usual S−1 is omitted because Σ(2l+1)P_l vanishes in this sense for θ ≠ 0.

Q: Expanding two oscillating series in ζ looks hazardous. Can the structure be simplified first?

A: Yes. For k = |κ| define

C_k = e^{iπ(k−γ)} Γ(γ−iη)/Γ(γ+1+iη).

Then S_{−k} = (k+iη′)C_k and S_k = (k−iη′)C_k. Define also, with sums from k = 1,

F = Σ kC_k(P_{k−1}−P_k), G = Σ k²C_k(P_{k−1}+P_k).

Collecting terms gives 2ip f_s = G + iη′F. For h_s start from the standard relations

(1−x²)P_k′ = k(P_{k−1}−xP_k), (1−x²)P_{k−1}′ = k(xP_{k−1}−P_k).

Their difference and sum are

k(P_{k−1}+P_k) = (1+x)(P_k′−P_{k−1}′)
k(P_{k−1}−P_k) = (1−x)(P_k′+P_{k−1}′).

Since sinθ/(1+x) = tan(θ/2) and sinθ/(1−x) = cot(θ/2),

2ip h_s = −tan(θ/2) G + iη′ cot(θ/2) F.

In |f_s|² + |h_s|² the cross terms have opposite signs and equal size. With s = sin(θ/2) and c = cos(θ/2), this leaves

dσ/dΩ = (4p²)⁻¹ [|G|²/c² + η′²|F|²/s²].

The relation for k(P_{k−1}+P_k) also gives dF/dx = −G/(1+x), hence G = cot(θ/2) dF/dθ.

Q: What is the leading term? Setting ζ = 0 in C_k gives only C_k = 1/k, and then G vanishes.

A: Replace γ by k in C_k but keep η. Call the results C_k⁰, F₀ and G₀. The coefficient of P_l in F₀ is

(l+1)C⁰_{l+1} − lC⁰_l
= [Γ(l−iη)/Γ(l+2+iη)] [(l+1)(l−iη) − l(l+1+iη)]
= −iη(2l+1) Γ(l−iη)/Γ(l+2+iη).

Compare this with the Legendre series of y^a, where y = (1−x)/2 = s². Rodrigues' formula reads P_l = (1/l!) d^l[y^l(1−y)^l]/dy^l. Integrating by parts l times, with vanishing boundary terms, gives

∫₋₁¹ y^a P_l dx = 2(−a)_l Γ(a+1)/Γ(a+l+2),

where (−a)_l = Γ(l−a)/Γ(−a). Multiply by (2l+1)/2 for the series coefficient, put a = iη, and use −iηΓ(−iη) = Γ(1−iη). The two series agree if

F₀ = [Γ(1−iη)/Γ(1+iη)] s^{2iη}.

Differentiation then gives G₀ = cot(θ/2) dF₀/dθ = iη(c²/s²)F₀. Since |F₀| = 1 and η′²/η² = 1/E² = 1−β²,

(4p²)⁻¹[η²c²/s⁴ + η′²/s²] = [η/(2ps²)]² (1−β²s²).

Let R be dσ/dΩ divided by [η/(2ps²)]². This part gives R = 1−β²s², the first Born result, and it does so for every η. The replacement is not a physical model, since it spoils |S_κ| = 1. It shows where the linear correction must come from: the difference between γ and k. At ζ = 0.5 the sums with γ = k reproduce 1−β²s² to 1×10⁻⁹, while the true sums do not.

Q: But k−γ is of order ζ². How can it produce a correction linear in ζ?

A: Because G₀ itself is only of order ζ. From k−γ = ζ²/(k+γ) ≈ ζ²/(2k), and with η → 0 in the small correction,

C_k − C_k⁰ ≈ (1/k)[ζ²/(2k)](iπ + 1/k).

The iπ comes from e^{iπ(k−γ)}, the 1/k from 1/γ. Multiplication by k² gives

G − G₀ = (ζ²/2) Σ (iπ + 1/k)(P_{k−1}+P_k) + O(ζ³).

At leading order G₀ = iηc²/s² is imaginary, so only the iπ part interferes with it. The generating function Σt^kP_k = (1−2tx+t²)^{−1/2}, summed from k = 0, tends to 1/√(2−2x) = 1/(2s) as t → 1. Hence

Σ_{k≥1}(P_{k−1}+P_k) = 1/(2s) + 1/(2s) − 1 = (1−s)/s
Im(G−G₀) = πζ²(1−s)/(2s) + O(ζ³).

The interference term in |G|²/c² is

2(η/s²) πζ²(1−s)/(2s) = πηζ²(1−s)/s³.

Multiply by s⁴/η² and use ζ/η = β. The change F−F₀ is of order ζ² and multiplies η′², so it enters R only at order ζ². The result is the McKinley-Feshbach formula:

R = 1 − β²s² + πζβ s(1−s) + O(ζ²).

Q: You put η = 0 inside an infinite sum, although kC_k⁰ contains a phase that behaves as k^{−2iη} at large k. Why is that allowed?

A: Write a_k = kC_k⁰, T_K for the partial sum of P_{k−1}+P_k up to K, and T for its limit. At fixed 0 < θ < π, T_K−T = O(K^{−1/2}). Summation by parts gives

Σ a_k(P_{k−1}+P_k) = a₁T − Σ (a_{k+1}−a_k)(T_k−T).

Now a₁ = 1+O(η) and a_{k+1}−a_k = O(η/k), so the last sum is O(η)Σk^{−3/2}, which converges. The phase thus changes G−G₀ by O(ηζ²). The other neglected terms carry an extra 1/k and converge absolutely. At θ = π every P_{k−1}+P_k vanishes, and |G|²/c² has the limit zero.

The argument holds for ζ → 0 at fixed β > 0 and θ ≠ 0. It does not give a uniform bound for slow electrons, where η = ζ/β may be large. Numerically, the odd part of R in ζ confirms the linear coefficient at E = 1.1 and E = 3. At E = 3, doubling ζ from 0.01 to 0.02 multiplies the remainder, taken as a norm over five angles, by 4.04, as a quadratic remainder should.

Q: What does the correction do physically, and how good is it for an actual charge?

A: It is the interference of the first-order amplitude with the next one. Taken alone, this linear term raises electron scattering and lowers positron scattering; higher orders can change the balance. Its contribution to the ratio R vanishes forward and backward, and s(1−s) is largest at s = ½, or θ = 60°.

Take Z = 10 and kinetic energy 2, so E = 3, β = 0.942809 and ζ = 0.072974. At 90°, s² = 0.5 and s(1−s) = 0.207107:

Born term: 1 − 0.888889 × 0.5 = 0.555556
linear term: π × 0.072974 × 0.942809 × 0.207107 = 0.044765
sum: 0.60032.

The full partial-wave sum for a point charge gives 0.60760; a uniformly charged nucleus of radius 1.2 A_N^{1/3} fm, with mass number A_N = 20, would lower this by about 0.0002. Relative to it, the Born value is low by 8.6% and the corrected value by 1.2%. The reference cross section is 7.4885×10⁻⁴ (ħ/mc)²/sr, so the full result is 4.550×10⁻⁴ (ħ/mc)²/sr, or 0.678 barn/sr.

Q: Is the remaining 1.2% the next order, or a sign of something missing?

A: The positron separates the orders. Its full ratio is 0.51688. Half the electron-positron difference is 0.04536, close to the linear term 0.04477; the excess, 0.0006, is of odd order, ζ³ or higher. The mean of the two ratios is 0.56224, which exceeds the Born value by 0.00668. So most of the electron's 0.00728 discrepancy is even in ζ. Divided by ζ² the even part is 1.255. The electron discrepancy at Z = 1, divided by ζ², is 1.258; removing its odd share, about 1.5ζ = 0.011, leaves 1.247, so the even part scales closely as ζ².

The same scan at 90° shows where the formula stops being useful. It is low by 4.7% at Z = 20 and by 18% at Z = 40, relative to the full sum. At Z = 80 it gives 0.91 against 1.89, less than half. There the linear correction is not enough, and even the point-charge model needs the full partial-wave sum. For a real nucleus with Z = 80 the finite size lowers 1.89 to about 1.87 at this energy and angle. The numerical output lists the other angles and charges.

Values computed for the example and the checks

```
Units: hbar = c = electron mass = 1 unless stated
Z = 10, kinetic energy = 2.0 mc^2, E = 3.0 mc^2
alpha = 0.00729735, zeta = 0.072974 (dimensionless)
p = 2.828427 mc, beta = 0.942809
eta = 0.077400, eta' = 0.025800 (dimensionless)
kappa = -1: gamma = 0.997334, delta = 0.023189 rad (mod pi)
kappa =  1: gamma = 0.997334, delta = -0.002605 rad (mod pi)
kappa = -2: gamma = 1.998668, delta = -0.043500 rad (mod pi)
kappa =  2: gamma = 1.998668, delta = -0.056399 rad (mod pi)
kappa=-1: norm constant A = 0.534279 (natural units)
kappa=-1, r=1 hbar/(mc): g = 0.102326, f = -0.495682 (natural units)
Ratio R: angle/deg, partial waves, Born, McKinley-Feshbach
  30  0.985871  0.940456  0.981919
  60  0.839085  0.777778  0.831813
  90  0.607599  0.555556  0.600320
 120  0.363321  0.333333  0.358411
 150  0.179992  0.170655  0.177769
90 deg: reference cross section = 7.488472e-04 (hbar/mc)^2/sr
90 deg, partial waves: 4.549991e-04 (hbar/mc)^2/sr = 0.67849 barn/sr
90 deg, McKinley-Feshbach: 4.495479e-04 (hbar/mc)^2/sr = 0.67036 barn/sr
Positron R at 90 deg: partial waves 0.516875, McKinley-Feshbach 0.510791
90 deg scan: Z, R partial waves, R McKinley-Feshbach, difference/zeta^2
  1  0.560099  0.560032  1.2582
  5  0.579675  0.577938  1.3049
 10  0.607599  0.600320  1.3670
 20  0.677145  0.645084  1.5052
 40  0.892093  0.734613  1.8483
 80  1.892368  0.913671  2.8717
Tests at E = 3.0 mc^2, zeta = 0.5:
largest error of radial functions at r=2: 9.9e-06 (natural units)
largest error of exp(2 i delta): 1.3e-05
largest relative error of asymptotic amplitude: 1.7e-05
wave-packet norm / energy-weight norm: 1.000032
integer-gamma R minus Born R, largest: 1.1e-09
linear coefficient in zeta, largest error: 9.9e-05
remainder(zeta=0.02)/remainder(zeta=0.01): 4.0404
```
